# The squared local-field factor of a small dielectric sphere: verification in Python

```python
"""
Local-field factor of a small dielectric sphere.

Result under test: a sphere (relative permittivity eps_s) in a host
(eps_m = n^2) turns a uniform applied field E0 into f*E0 inside, with
    f = 3 eps_m / (eps_s + 2 eps_m).
For a transition dipole d inside the sphere, |f|^2 multiplies both
    integral of sigma d(omega) = pi omega |f|^2 d^2/(hbar eps0 n c)
                                (dipole along the field), and
    A = n |f|^2 omega^3 d^2/(3 pi eps0 hbar c^3).
sigma: absorption cross section; A: spontaneous emission rate.
SI units inside the program unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import diags, kron
from scipy.sparse.linalg import splu
from scipy.special import spherical_jn, spherical_yn

pi, c, hbar = np.pi, const.c, const.hbar
eps0, q_e = const.epsilon_0, const.e


def field_factor(eps_s, eps_m):
    return 3 * eps_m / (eps_s + 2 * eps_m)


# Rough typical parameters of a CdSe-like dot in an organic liquid
radius_nm = 2.0
eps_dot = 6.2
n_host = 1.5
energy_ev = 2.0
dipole_nm = 0.4
width_ev = 0.100
temperature = 300.0

eps_host = n_host**2
radius = radius_nm * 1e-9
volume = 4 * pi * radius**3 / 3
omega = energy_ev * q_e / hbar
gamma = width_ev * q_e / hbar
dipole = q_e * dipole_nm * 1e-9
f = field_factor(eps_dot, eps_host)


# ---- Finite-volume electrostatics in (r, theta), sphere radius 1 ----
def chain_laplacian(conductance):
    """Conservation matrix of a chain of cells."""
    diagonal = np.zeros(len(conductance) + 1)
    diagonal[:-1] += conductance
    diagonal[1:] += conductance
    return diags([-conductance, diagonal, -conductance], [-1, 0, 1])


def grid_solution(eps_s, eps_m):
    """Inside field ratios, and outside/inside dipole ratio."""
    r_out, n_theta = 40.0, 80
    r_face = np.concatenate([np.linspace(0, 1, 41),
                             np.geomspace(1, r_out, 151)[1:]])
    t_face = np.linspace(0, pi, n_theta + 1)
    r = (r_face[1:] + r_face[:-1]) / 2
    dr = np.diff(r_face)
    cos_t = np.cos((t_face[1:] + t_face[:-1]) / 2)
    d_mu = -np.diff(np.cos(t_face))
    eps = np.where(r < 1, eps_s, eps_m)
    half_resistance = dr / (2 * eps)
    g_r = r_face[1:-1]**2 / (half_resistance[:-1] + half_resistance[1:])
    g_edge = r_out**2 / half_resistance[-1]
    edge = np.zeros(len(r))
    edge[-1] = g_edge
    radial = chain_laplacian(g_r) + diags(edge)
    angular = chain_laplacian(np.sin(t_face[1:-1]) / (pi / n_theta))
    matrix = kron(radial, diags(d_mu)) + kron(diags(eps * dr), angular)
    solver = splu(matrix.tocsc())

    # Applied unit field: potential -z on the distant boundary
    rhs = np.zeros((len(r), n_theta))
    rhs[-1] = -g_edge * d_mu * r_out * cos_t
    phi = solver.solve(rhs.ravel()).reshape(rhs.shape)
    inside = r < 1
    ratios = -phi[inside] / np.outer(r[inside], cos_t)

    # Neutral set of off-centre charged rings, distant boundary grounded
    rhs = np.zeros((len(r), n_theta))
    moment = 0.0
    for i, j, charge in [(28, 10, 1.0), (12, 45, -1.6), (35, 30, 0.6)]:
        rhs[i, j] = charge / (2 * pi)
        moment += charge * r[i] * cos_t[j]
    phi = solver.solve(rhs.ravel()).reshape(rhs.shape)
    k = np.argmin(abs(r - 3))
    part = np.sum(phi[k] * cos_t * d_mu) / np.sum(cos_t**2 * d_mu)
    coefficient = part * r[k]**2 / (1 - (r[k] / r_out)**3)
    return ratios, 4 * pi * eps_m * coefficient / moment


# Tolerances allow for second-order grid error
for eps_a, eps_b in [(1.0, 4.0), (eps_dot, eps_host)]:
    ratios, dipole_ratio = grid_solution(eps_a, eps_b)
    expected = field_factor(eps_a, eps_b)
    assert np.max(abs(ratios / expected - 1)) < 5e-3
    assert abs(dipole_ratio / expected - 1) < 1e-2
grid_f = np.mean(ratios)
grid_spread = np.ptp(ratios) / grid_f
grid_dipole = dipole_ratio


# ---- Full Maxwell solution: oscillating dipole at the centre ----
def bessel_pair(x):
    """j1(x) and d[x j1(x)]/dx."""
    j = spherical_jn(1, x)
    return j, j + x * spherical_jn(1, x, derivative=True)


def hankel_pair(x):
    """h1(x) and d[x h1(x)]/dx for real x."""
    j, dj = bessel_pair(x)
    y = spherical_yn(1, x)
    dy = y + x * spherical_yn(1, x, derivative=True)
    return j + 1j * y, dj + 1j * dy


def radiated_power(a, eps_s, eps_m, w, p):
    """Far-field power of a dipole of amplitude p in the sphere."""
    k_s, k_m = np.sqrt(eps_s) * w / c, np.sqrt(eps_m) * w / c
    j, dj = bessel_pair(k_s * a)
    h_s, dh_s = hankel_pair(k_s * a)
    h_m, dh_m = hankel_pair(k_m * a)
    matrix = np.array([[j, -h_m], [dj / eps_s, -dh_m / eps_m]])
    source = np.array([-h_s, -dh_s / eps_s])
    outgoing = k_s**2 * np.linalg.solve(matrix, source)[1]
    h_far_times_r = w * p * abs(outgoing) / (4 * pi * k_m)
    angle = quad(lambda t: 2 * pi * np.sin(t)**3, 0, pi)[0]
    return h_far_times_r**2 * angle / (2 * np.sqrt(eps_m) * eps0 * c)


vacuum_rate = omega**3 * dipole**2 / (3 * pi * eps0 * hbar * c**3)
rate = n_host * f**2 * vacuum_rate


def wave_rate(a):
    power = radiated_power(a, eps_dot, eps_host, omega, 2 * dipole)
    return power / (hbar * omega)


retardation = wave_rate(radius) / rate - 1
retardation_half = wave_rate(radius / 2) / rate - 1
assert abs(retardation) < 3e-3
assert abs(retardation / retardation_half - 4) < 0.1


# ---- Lossy sphere: electric-dipole Mie coefficient ----
def mie_absorption(a, eps_s, eps_m, w):
    k = np.sqrt(eps_m) * w / c
    x, m = k * a, np.sqrt(eps_s / eps_m + 0j)
    j_m, dpsi_m = bessel_pair(m * x)
    j_x, dpsi_x = bessel_pair(x)
    h_x, dxi_x = hankel_pair(x)
    psi_m, psi_x, xi_x = m * x * j_m, x * j_x, x * h_x
    a1 = ((m * psi_m * dpsi_x - psi_x * dpsi_m)
          / (m * psi_m * dxi_x - xi_x * dpsi_m))
    return 6 * pi / k**2 * (a1.real - abs(a1)**2)


eps_lossy = 7.0 + 1.5j
sigma_mie = mie_absorption(radius, eps_lossy, eps_host, omega)
sigma_lossy = (omega / (n_host * c) * volume * eps_lossy.imag
               * abs(field_factor(eps_lossy, eps_host))**2)
assert abs(sigma_mie / sigma_lossy - 1) < 1e-2


# ---- Absorption line from the sphere's complete polarizability ----
def line_nm2(e_ev):
    """Cross section in nm^2, transition dipole along the field."""
    w = e_ev * q_e / hbar
    strength = 2 * omega * dipole**2 / (hbar * eps0 * volume)
    eps = eps_dot + strength / (omega**2 - w**2 - 1j * gamma * w)
    alpha = 3 * volume * (eps - eps_host) / (eps + 2 * eps_host)
    return n_host * w / c * alpha.imag * 1e18


area_ev = sum(quad(line_nm2, lo, hi, limit=200)[0]
              for lo, hi in [(0, 1.5), (1.5, 2.5), (2.5, np.inf)])
area_numeric = area_ev * 1e-18 * q_e / hbar
area_formula = pi * omega * f**2 * dipole**2 / (hbar * eps0 * n_host * c)
assert abs(area_numeric / area_formula - 1) < 1e-3

peak = minimize_scalar(lambda e: -line_nm2(e), bounds=(1.9, 2.1),
                       method="bounded", options={"xatol": 1e-8})
shift_numeric = peak.x - energy_ev
shift_formula = (3 * dipole**2 / (4 * pi * eps0 * radius**3
                 * (eps_dot + 2 * eps_host)) / q_e)
assert abs(shift_numeric / shift_formula - 1) < 0.02
peak_formula = 2 * area_formula / (pi * gamma)
assert abs(-peak.fun * 1e-18 / peak_formula - 1) < 1e-3
sigma_average = peak_formula / 3

# Thermal balance joins integrated absorption to full-wave emission
balance_rate = (n_host**2 * omega**2 / (pi**2 * c**2)
                * area_numeric / 3)
assert abs(balance_rate / wave_rate(radius) - 1) < 3e-3


# ---- Sizes of neglected effects ----
def shell_factor(eps_core, eps_shell, eps_m, outer_over_core):
    """Core field ratio from four interface conditions."""
    b = outer_over_core
    matrix = np.array([
        [1, -1, -1, 0],
        [eps_core, -eps_shell, 2 * eps_shell, 0],
        [0, b, 1 / b**2, -1 / b**2],
        [0, eps_shell, -2 * eps_shell / b**3, 2 * eps_m / b**3]])
    return np.linalg.solve(matrix, np.array([0, 0, b, eps_m]))[0]


for neutral_shell in (eps_host, eps_dot):
    trial = shell_factor(eps_dot, neutral_shell, eps_host, 1.5)
    assert abs(trial / f - 1) < 1e-10
eps_shell, shell_nm = 5.5, 1.0
f_shell = shell_factor(eps_dot, eps_shell, eps_host,
                       1 + shell_nm / radius_nm)


def depolarization(aspect, z0=0.0):
    """Axial surface-charge field of a uniformly polarized spheroid."""
    def integrand(u):
        dz = aspect * np.cos(u) - z0
        return (np.sin(u) * np.cos(u) * dz
                / (2 * (np.sin(u)**2 + dz**2)**1.5))
    return quad(integrand, 0, pi)[0]


aspect = 1.2
l_axis = depolarization(aspect)
assert abs(depolarization(1.0) - 1 / 3) < 1e-9
assert abs(depolarization(aspect, 0.5 * aspect) - l_axis) < 1e-7
l_side = (1 - l_axis) / 2
f_axis, f_side = [eps_host / (eps_host + l * (eps_dot - eps_host))
                  for l in (l_axis, l_side)]

f2_low, f2_high = [field_factor(s * eps_dot, eps_host)**2
                   for s in (1.1, 0.9)]
eps_loss = 0.5
f2_loss = abs(field_factor(eps_dot + 1j * eps_loss, eps_host))**2
eps_static = 10.0
f2_static = field_factor(eps_static, eps_host)**2

# Electron leakage: finite spherical well with one effective mass
mass_ratio, barrier_ev = 0.13, 3.0
k_well = np.sqrt(2 * mass_ratio * const.m_e * barrier_ev * q_e) / hbar
z_max = k_well * radius
z = brentq(lambda t: t / np.tan(t) + np.sqrt(z_max**2 - t**2),
           pi / 2 + 1e-6, pi - 1e-6)
tail = np.sin(z)**2 / (2 * np.sqrt(z_max**2 - z**2))
leakage = tail / (tail + 0.5 - np.sin(2 * z) / (4 * z))

dark_gap_ev = 0.004
thermal_ev = const.k * temperature / q_e
bright = 1 / (1 + np.exp(dark_gap_ev / thermal_ev))
concentration = 1e-6
fraction = concentration * 1e3 * const.N_A * volume
beta = (eps_dot - eps_host) / (eps_dot + 2 * eps_host)

intensity = 1e4
field_host = np.sqrt(2 * intensity / (n_host * eps0 * c))
excitation = sigma_average * intensity / (hbar * omega)
f_air = field_factor(eps_dot, 1.0)

print(f"Dot radius: {radius_nm:.1f} nm")
print(f"Dot optical permittivity: {eps_dot:.2f}")
print(f"Host index: {n_host:.2f}; permittivity: {eps_host:.2f}")
print(f"Transition energy: {energy_ev:.2f} eV")
print(f"Vacuum wavelength: {2*pi*c/omega*1e9:.1f} nm")
print(f"Size parameter k*a in host: {n_host*omega*radius/c:.4f}")
print(f"Dipole length d/e: {dipole_nm:.2f} nm")
print(f"Line width (FWHM): {width_ev*1e3:.0f} meV")
print(f"Field factor f: {f:.4f}")
print(f"Squared factor f^2: {f**2:.4f}")
print(f"Grid: mean inside field ratio: {grid_f:.4f}")
print(f"Grid: relative spread of field: {grid_spread:.1e}")
print(f"Grid: outside/inside dipole ratio: {grid_dipole:.4f}")
print(f"Lossy test permittivity: {eps_lossy:.1f}")
print(f"Lossy sphere, Mie/formula: {sigma_mie/sigma_lossy:.5f}")
print(f"Line area, quadrature/formula: {area_numeric/area_formula:.6f}")
print(f"Line shift, numerical: {shift_numeric*1e3:.2f} meV")
print(f"Line shift, formula: {shift_formula*1e3:.2f} meV")
print(f"Peak sigma, dipole along field: {peak_formula*1e4:.3e} cm2")
print(f"Peak sigma, orientation average: {sigma_average*1e4:.3e} cm2")
print(f"Intensity: {intensity/1e4:.1f} W/cm2")
print(f"Host field amplitude: {field_host/100:.2f} V/cm")
print(f"Inside field amplitude: {f*field_host/100:.2f} V/cm")
print(f"Mean excitation rate: {excitation:.3e} 1/s")
print(f"Emission rate, same dipole in vacuum: {vacuum_rate:.3e} 1/s")
print(f"Emission rate in dot: {rate:.3e} 1/s")
print(f"Radiative lifetime in dot: {1e9/rate:.2f} ns")
print(f"Detailed-balance/full-wave rate: "
      f"{balance_rate/wave_rate(radius):.5f}")
print(f"f^2 of same dot in host n=1: {f_air**2:.4f}")
print(f"Rate ratio, host n=1.5 to n=1: {n_host*f**2/f_air**2:.3f}")
print(f"Static permittivity tried: {eps_static:.1f}")
print(f"f^2 wrongly using static value: {f2_static:.4f}")
print(f"Retardation change of rate: {100*retardation:.3f} %")
print(f"Same at half radius: {100*retardation_half:.3f} %")
print(f"Shell: {shell_nm:.1f} nm thick, permittivity {eps_shell:.1f}")
print(f"f^2 with shell: {f_shell**2:.4f}")
print(f"Spheroid aspect ratio: {aspect:.1f}")
print(f"Depolarization factors: {l_axis:.4f} axis, {l_side:.4f} side")
print(f"Spheroid f^2: {f_axis**2:.4f} axis, {f_side**2:.4f} side")
print(f"f^2, permittivity +10 %: {f2_low:.4f}; -10 %: {f2_high:.4f}")
print(f"f^2 with imaginary permittivity {eps_loss:.1f}: {f2_loss:.4f}")
print(f"Well: mass {mass_ratio:.2f} m_e, barrier {barrier_ev:.1f} eV")
print(f"Electron probability outside dot: {100*leakage:.2f} %")
print(f"Temperature: {temperature:.0f} K; kT: {thermal_ev*1e3:.2f} meV")
print(f"Dark level below bright: {dark_gap_ev*1e3:.1f} meV")
print(f"Thermal bright fraction: {bright:.3f}")
print(f"Lifetime with dark level: {1e9/(rate*bright):.2f} ns")
print(f"Dot concentration: {concentration*1e6:.1f} umol/L")
print(f"Dot volume fraction: {fraction:.2e}")
print(f"Neighbour field correction, relative: {beta*fraction:.1e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Dot radius: 2.0 nm
Dot optical permittivity: 6.20
Host index: 1.50; permittivity: 2.25
Transition energy: 2.00 eV
Vacuum wavelength: 619.9 nm
Size parameter k*a in host: 0.0304
Dipole length d/e: 0.40 nm
Line width (FWHM): 100 meV
Field factor f: 0.6308
Squared factor f^2: 0.3980
Grid: mean inside field ratio: 0.6313
Grid: relative spread of field: 7.3e-04
Grid: outside/inside dipole ratio: 0.6309
Lossy test permittivity: 7.0+1.5j
Lossy sphere, Mie/formula: 1.00044
Line area, quadrature/formula: 1.000000
Line shift, numerical: 8.06 meV
Line shift, formula: 8.07 meV
Peak sigma, dipole along field: 1.557e-15 cm2
Peak sigma, orientation average: 5.190e-16 cm2
Intensity: 1.0 W/cm2
Host field amplitude: 22.41 V/cm
Inside field amplitude: 14.14 V/cm
Mean excitation rate: 1.620e+03 1/s
Emission rate, same dipole in vacuum: 4.859e+08 1/s
Emission rate in dot: 2.901e+08 1/s
Radiative lifetime in dot: 3.45 ns
Detailed-balance/full-wave rate: 0.99913
f^2 of same dot in host n=1: 0.1338
Rate ratio, host n=1.5 to n=1: 4.460
Static permittivity tried: 10.0
f^2 wrongly using static value: 0.2167
Retardation change of rate: 0.087 %
Same at half radius: 0.022 %
Shell: 1.0 nm thick, permittivity 5.5
f^2 with shell: 0.4128
Spheroid aspect ratio: 1.2
Depolarization factors: 0.2861 axis, 0.3569 side
Spheroid f^2: 0.4431 axis, 0.3779 side
f^2, permittivity +10 %: 0.3556; -10 %: 0.4484
f^2 with imaginary permittivity 0.5: 0.3971
Well: mass 0.13 m_e, barrier 3.0 eV
Electron probability outside dot: 2.63 %
Temperature: 300 K; kT: 25.85 meV
Dark level below bright: 4.0 meV
Thermal bright fraction: 0.461
Lifetime with dark level: 7.47 ns
Dot concentration: 1.0 umol/L
Dot volume fraction: 2.02e-05
Neighbour field correction, relative: 7.4e-06
ALL CHECKS PASSED
```
